# The logarithmic dispersion law between undoped graphene and a two-dimensional metal: test program

```python
"""
Van der Waals energy per area between undoped graphene and a 2D metal in RPA.
Result under test (Hartree atomic units, T = 0, no retardation), large distance D:
    E(D) = -[ln(D/D0) + c1/sqrt(D)] / (64 pi D^3)
    D0 = m v^2/(16 pi n) * exp(3/2 - gamma + J(g)),  g = pi/(2 v)
v: Dirac velocity, n: metal density, m: metal mass, q: wavevector,
u: imaginary frequency, wp = sqrt(2 pi n q/m): 2D plasmon frequency.
S(D) = -64 pi D^3 E(D) is the reduced energy; the law says S -> ln(D/D0).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma as gamma_function

PI = np.pi


def gauss(lower, upper, count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (upper - lower)
    return lower + half * (nodes + 1), half * weights


# ---------- layer responses ----------
def chi_graphene(q, u, v):
    return -q**2 / (4 * np.sqrt(u**2 + v**2 * q**2))


def chi_metal(q, u, n, m):
    fermi_k = np.sqrt(2 * PI * n)
    a = q**2 / (2 * m) + 1j * u
    root = np.sqrt(a**2 - (fermi_k * q / m)**2)
    return -(2 * fermi_k**2 / PI) * np.real(1 / (a + root))


def chi_drude(q, u, n, m):
    return -n * q**2 / (m * u**2)


def reflection(chi, q):
    strength = -2 * PI * chi / q
    return strength / (1 + strength)


# ---------- full RPA energy, split by frequency ----------
def reduced_energy_parts(D, v, n, m, metal=chi_metal):
    """Shares of S from u<(v+pi/2)q, from the window, and from u>wp."""
    s, ws = gauss(0.0, np.sqrt(60.0), 120)
    q = (s**2 / (2 * D))[:, None]
    weight_q = ws * s / D * q[:, 0] * 16 * D**3 / PI
    x = np.exp(-2 * q * D)
    wp = np.sqrt(2 * PI * n * q / m)
    edge = (v + PI / 2) * q
    t, wt = gauss(0.0, 1.0, 80)

    def integrand(u):
        product = (reflection(chi_graphene(q, u, v), q)
                   * reflection(metal(q, u, n, m), q) * x)
        return -np.log1p(-product)

    low = (integrand(edge * t) * edge * wt).sum(axis=1)
    log_width = np.log(wp / edge)
    u_mid = edge * np.exp(log_width * t)
    middle = (integrand(u_mid) * u_mid * log_width * wt).sum(axis=1)
    high = (integrand(wp / t) * wp / t**2 * wt).sum(axis=1)
    return np.array([weight_q @ part for part in (low, middle, high)])


def reduced_energy(D, v, n, m, metal=chi_metal):
    return reduced_energy_parts(D, v, n, m, metal).sum()


# ---------- derived asymptotic law ----------
def H(a):
    if a < 1:
        return -np.sqrt(1 - a * a) * np.arccos(a) - a
    return np.sqrt(a * a - 1) * np.arccosh(a) - a


def J(g):
    def f(y):
        return y**2 * (H(g) - H(-g * np.expm1(-y)))
    return (quad(f, 0, 5, epsabs=1e-11)[0] + quad(f, 5, 50, epsabs=1e-11)[0]) / g


def length_D0(v, n, m):
    return m * v**2 / (16 * PI * n) * np.exp(1.5 - np.euler_gamma + J(PI / (2 * v)))


def coefficient_c1(n, m):
    bracket = 0.5 * 2**-3.5 - 0.375 * 4**-3.5
    return 4 * PI**2 * np.sqrt(m / (2 * PI * n)) * gamma_function(3.5) * bracket


v, n, m = 0.45, 0.01, 1.0
fermi_k = np.sqrt(2 * PI * n)

# Test: graphene response from the sum over Dirac interband transitions
q0, u0 = 0.3, 0.2
grid = (np.arange(1000) + 0.5) / 1000
k = (q0 * grid / (1 - grid))[:, None]
jacobian = (q0 / (1 - grid)**2)[:, None]
k_vector = k * np.exp(2j * PI * grid)[None, :]
shifted = k_vector + q0
phase_k, phase_s = k_vector / abs(k_vector), shifted / abs(shifted)
overlap = abs(0.5 * (1 - np.conj(phase_s) * phase_k))**2
gap = v * (abs(k_vector) + abs(shifted))
summed = -4 * np.sum(overlap * 2 * gap / (gap**2 + u0**2) * k * jacobian)
summed *= (1 / 1000) * (2 * PI / 1000) / (2 * PI)**2
chi_g_sum, chi_g_formula = summed, chi_graphene(q0, u0, v)
assert abs(chi_g_sum / chi_g_formula - 1) < 2e-4  # midpoint-grid error

# Test: metal response from the sum over occupied states
kr, wk = gauss(0.0, fermi_k, 80)
angles = 2 * PI * np.arange(400) / 400
q1, u1 = 0.1, 0.03
delta = (q1**2 / 2 + kr[:, None] * q1 * np.cos(angles)) / m
chi_m_sum = -2 * np.sum((wk * kr)[:, None] * 2 * delta / (delta**2 + u1**2))
chi_m_sum *= (2 * PI / 400) / (2 * PI)**2
chi_m_formula = chi_metal(q1, u1, n, m)
assert abs(chi_m_sum / chi_m_formula - 1) < 1e-8

# Test: coupling-constant integral of the 2x2 layer problem gives the log formula
d1 = 6.0
chi0 = np.diag([chi_graphene(q1, u1, v), chi_m_formula])


def coupling_integral(cross):
    coulomb = 2 * PI / q1 * np.array([[1, cross], [cross, 1]])
    total = 0.0
    for lam, w in zip(*gauss(0.0, 1.0, 60)):
        chi_lam = np.linalg.solve(np.eye(2) - lam * chi0 @ coulomb, chi0)
        total -= w * np.trace(coulomb @ (chi_lam - chi0))
    return total


acfd = coupling_integral(np.exp(-q1 * d1)) - coupling_integral(0.0)
log_form = np.log(1 - reflection(chi0[0, 0], q1) * reflection(chi0[1, 1], q1)
                  * np.exp(-2 * q1 * d1))
assert abs(acfd / log_form - 1) < 1e-8

# Test: the frequency integral equals the zero-point shift of coupled plasmons
cross = np.exp(-0.7)
zero_point = 0.5 * (np.sqrt(1 + cross) + np.sqrt(1 - cross) - 2)
integral = quad(lambda u: np.log(1 - (cross / (1 + u * u))**2), 0, np.inf)[0] / (2 * PI)
assert abs(integral / zero_point - 1) < 1e-7

# Test: closed form of the low-frequency integral, both branches of H
g = PI / (2 * v)
for g_test, x_test in ((g, 0.3), (g, 0.9), (0.6, 0.5)):
    T = 14.0  # s = sinh(t) up to ln(2s) = T
    numeric = quad(lambda t: -np.cosh(t) * np.log1p(
        -x_test * g_test / (np.cosh(t) + g_test)), 0, T, limit=200)[0]
    closed = g_test * x_test * T - H(g_test) + H(g_test * (1 - x_test))
    assert abs(numeric - closed) < 1e-4  # cutoff error of order g^2 exp(-T)

# Test: full law against the full double integral, two parameter sets
for vv, nn, mm in ((v, n, m), (0.3, 0.002, 1.0)):
    first = coefficient_c1(nn, mm)
    for D, fraction in ((1e6, 0.25), (1e8, 0.03)):
        rest = reduced_energy(D, vv, nn, mm) - np.log(D / length_D0(vv, nn, mm))
        assert abs(rest - first / np.sqrt(D)) < fraction * first / np.sqrt(D)
    slope = (reduced_energy(1e10, vv, nn, mm)
             - reduced_energy(1e8, vv, nn, mm)) / np.log(100)
    assert abs(slope - 1) < 3e-3  # remaining 1/sqrt(D) correction
    print(f"v={vv}, n={nn}: dS/dlnD from 1e8 to 1e10 bohr = {slope:.5f}")

# Test: Landau damping and dispersion of the metal die out faster than 1/sqrt(D)
nonlocal_shift = [reduced_energy(D, v, n, m) - reduced_energy(D, v, n, m, chi_drude)
                  for D in (1e4, 1e6)]
assert abs(nonlocal_shift[1] / nonlocal_shift[0]) < 0.05

# Test: only the frequency window grows with ln D
parts = {D: reduced_energy_parts(D, v, n, m) for D in (1e4, 1e6, 1e8)}
change = parts[1e8] - parts[1e6]
assert abs(change[0]) < 1e-3 and abs(change[2]) < 0.05
assert abs(change[1] - np.log(100)) < 0.06
assert abs(parts[1e8][2] - np.log(2)) < 0.01

# Test: in mid-window the integrand is pi q exp(-2qD)/(2u)
D_w = 1e8
q_w = 1 / D_w
u_w = np.sqrt((v + PI / 2) * q_w * np.sqrt(2 * PI * n * q_w / m))
x_w = np.exp(-2.0)
actual = -np.log1p(-x_w * reflection(chi_graphene(q_w, u_w, v), q_w)
                   * reflection(chi_metal(q_w, u_w, n, m), q_w))
plateau = actual / (PI * q_w * x_w / (2 * u_w))
assert abs(plateau - 1) < 0.03


def exponent(D):
    h = 0.01
    up, down = (reduced_energy(D * np.exp(sign * h), v, n, m) for sign in (1, -1))
    return 3 - (np.log(up) - np.log(down)) / (2 * h)


D0, c1 = length_D0(v, n, m), coefficient_c1(n, m)
predicted = 3 - (1 - c1 / 2e3) / (np.log(1e6 / D0) + c1 / 1e3)
assert abs(exponent(1e6) - predicted) < 1e-3

bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
print(f"v = {v} a.u., n = {n} bohr^-2, m = {m} electron masses")
print(f"metal Fermi wavevector = {fermi_k:.4f} bohr^-1")
print(f"graphene chi0 (q=0.3,u=0.2): sum {chi_g_sum:.6f}, formula {chi_g_formula:.6f} a.u.")
print(f"metal chi0 (q=0.1,u=0.03): sum {chi_m_sum:.6f}, formula {chi_m_formula:.6f} a.u.")
print(f"layer log: coupling integral {acfd:.8f}, formula {log_form:.8f}")
print(f"plasmon shift / wp: modes {zero_point:.8f}, integral {integral:.8f}")
print(f"g = {g:.4f}, J(g) = {J(g):.4f}")
print(f"prefactor 1/(64 pi) = {1 / (64 * PI):.6e} hartree bohr")
print(f"D0 = {D0:.3f} bohr = {D0 * bohr * 1e9:.3f} nm")
print(f"D0 with v halved = {length_D0(v / 2, n, m):.3f} bohr")
print(f"c1 = {c1:.3f} bohr^(1/2)")
print("D (bohr) | S full RPA | ln(D/D0) | ln(D/D0)+c1/sqrt(D) | E (hartree/bohr^2)")
for D in (1e2, 1e3, 1e4, 1e5, 1e6, 1e8):
    S = reduced_energy(D, v, n, m)
    log_only = np.log(D / D0)
    print(f"{D:.0e} | {S:.5f} | {log_only:.5f} | {log_only + c1 / np.sqrt(D):.5f}"
          f" | {-S / (64 * PI * D**3):.4e}")
E_1000 = -reduced_energy(1e3, v, n, m) / (64 * PI * 1e9)
print(f"E at 1000 bohr = {E_1000 * hartree / bohr**2:.4e} J/m^2")
for D, p in parts.items():
    print(f"S shares at D={D:.0e} bohr: low {p[0]:.4f}, window {p[1]:.4f}, high {p[2]:.4f}")
print(f"share changes 1e6 to 1e8: {change[0]:.5f}, {change[1]:.5f}, {change[2]:.5f}")
print(f"ln 100 = {np.log(100):.5f}, ln 2 = {np.log(2):.5f}")
print(f"mid-window integrand / (pi q x/2u) at D=1e8 bohr, q=1/D: {plateau:.4f}")
print(f"S(Lindhard)-S(Drude): {nonlocal_shift[0]:.3e} at 1e4, {nonlocal_shift[1]:.3e} at 1e6 bohr")
for D in (1e3, 1e4, 1e5):
    print(f"D={D:.0e} bohr, q=1/D: window {(v + PI / 2) / D:.3e} to "
          f"{np.sqrt(2 * PI * n / (m * D)):.3e} hartree; exponent {exponent(D):.4f}")
print(f"exponent at 1e6 bohr: full {exponent(1e6):.5f}, law {predicted:.5f}")
light = 1 / const.fine_structure
thermal = const.k * 300 / hartree
print(f"retardation scale m c^2/(2 pi n) = {m * light**2 / (2 * PI * n):.3e} bohr")
print(f"thermal scale v/(kT) at 300 K = {v / thermal:.1f} bohr")
print("done: every assertion held")
```

Output:

```
v=0.45, n=0.01: dS/dlnD from 1e8 to 1e10 bohr = 0.99958
v=0.3, n=0.002: dS/dlnD from 1e8 to 1e10 bohr = 0.99906
v = 0.45 a.u., n = 0.01 bohr^-2, m = 1.0 electron masses
metal Fermi wavevector = 0.2507 bohr^-1
graphene chi0 (q=0.3,u=0.2): sum -0.093245, formula -0.093245 a.u.
metal chi0 (q=0.1,u=0.03): sum -0.073226, formula -0.073226 a.u.
layer log: coupling integral -0.20340115, formula -0.20340115
plasmon shift / wp: modes -0.03356637, integral -0.03356637
g = 3.4907, J(g) = 3.8862
prefactor 1/(64 pi) = 4.973592e-03 hartree bohr
D0 = 49.396 bohr = 2.614 nm
D0 with v halved = 45.122 bohr
c1 = 21.598 bohr^(1/2)
D (bohr) | S full RPA | ln(D/D0) | ln(D/D0)+c1/sqrt(D) | E (hartree/bohr^2)
1e+02 | 1.91429 | 0.70531 | 2.86515 | -9.5209e-09
1e+03 | 3.51745 | 3.00789 | 3.69090 | -1.7494e-11
1e+04 | 5.49922 | 5.31048 | 5.52646 | -2.7351e-14
1e+05 | 7.67754 | 7.61306 | 7.68136 | -3.8185e-17
1e+06 | 9.93675 | 9.91565 | 9.93725 | -4.9421e-20
1e+08 | 14.52297 | 14.52082 | 14.52298 | -7.2231e-26
E at 1000 bohr = -2.7237e-08 J/m^2
S shares at D=1e+04 bohr: low 1.6041, window 3.2315, high 0.6636
S shares at D=1e+06 bohr: low 1.6086, window 7.6381, high 0.6901
S shares at D=1e+08 bohr: low 1.6086, window 12.2215, high 0.6928
share changes 1e6 to 1e8: 0.00005, 4.58339, 0.00279
ln 100 = 4.60517, ln 2 = 0.69315
mid-window integrand / (pi q x/2u) at D=1e8 bohr, q=1/D: 0.9790
S(Lindhard)-S(Drude): -4.771e-04 at 1e4, -9.636e-06 at 1e6 bohr
D=1e+03 bohr, q=1/D: window 2.021e-03 to 7.927e-03 hartree; exponent 2.7746
D=1e+04 bohr, q=1/D: window 2.021e-04 to 2.507e-03 hartree; exponent 2.8337
D=1e+05 bohr, q=1/D: window 2.021e-05 to 7.927e-04 hartree; exponent 2.8738
exponent at 1e6 bohr: full 2.90041, law 2.90046
retardation scale m c^2/(2 pi n) = 2.989e+05 bohr
thermal scale v/(kT) at 300 K = 473.7 bohr
done: every assertion held
```
